# Screening length and sampling rules for a Monte Carlo electron-scattering step

## What symmetry and dimensions fix

An electron travelling along the unit vector $\mathbf d$ meets a spherical atom and leaves along $\mathbf d'$. The arrangement is symmetric under rotation about $\mathbf d$, so the average of $\mathbf d'$ has no component across $\mathbf d$:

$$\langle\mathbf d'\rangle=g\,\mathbf d,\qquad g=\langle\cos\theta\rangle .$$

If the atom is a Coulomb charge screened over a length $a$, spin is ignored, and scattering is treated to first order in the potential, the strength of the potential multiplies the whole angular distribution and drops out on normalization. The wave number $k$ and the length $a$ remain, and the dimensionless $g$ can depend on them through $ka$ alone.

The screening length $a$ is the setting discussed here. A Monte Carlo program for scanning electron microscopy needs it, or a replacement for it. An electronic-structure calculation can supply the replacement: the electron density of the atom. The analysis below gives the sampling rules for a chosen $a$ and shows which results depend strongly on it.

## From the potential to the cross-section

Let $\kappa=e^2/4\pi\varepsilon_0$ and

$$V(r)=-\frac{Z\kappa}{r}e^{-r/a}.$$

The atoms are taken as independent and randomly placed, and spin is left out. Relativistic kinematics enters through $p=\hbar k=\gamma mv$: in the spinless wave equation, with the term in $V^2$ dropped, the potential appears multiplied by $2\gamma m/\hbar^2$. The first Born amplitude for momentum transfer $\hbar q$ is

$$f=-\frac{\gamma m}{2\pi\hbar^2}\int V e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{2\gamma mZ\kappa}{\hbar^2q}\int_0^\infty e^{-r/a}\sin(qr)\,dr ,$$

because the angular integral of the exponential is $4\pi\sin(qr)/(qr)$. The radial integral is the imaginary part of $1/(a^{-1}-iq)$, which is $q/(q^2+a^{-2})$.

Write $t=1-\cos\theta$, which runs from 0 to 2. Elastic scattering has $q^2=2k^2t$, so

$$q^2+a^{-2}=2k^2(t+2\alpha),\qquad \alpha=\frac{1}{4k^2a^2}.$$

Since $\gamma m/(\hbar^2k^2)=1/(pv)$,

$$\frac{d\sigma}{d\Omega}=|f|^2=\frac{K}{(t+2\alpha)^2},\qquad K=\left(\frac{Z\kappa}{pv}\right)^2 .$$

With $d\Omega=2\pi\,dt$ after integration over azimuth,

$$\sigma=2\pi K\left[\frac1{2\alpha}-\frac1{2+2\alpha}\right]=\frac{\pi K}{\alpha(1+\alpha)}=\frac{4\pi\eta^2a^2}{1+\alpha},\qquad \eta=\frac{Z\kappa}{\hbar v}.$$

The last form uses $K/\alpha=4\eta^2a^2$.

## Sampling the path and the deflection

For atomic density $n$, the chance of a collision in a short length $ds$ is $n\sigma\,ds$. The probability $P$ of having had none obeys $dP/ds=-n\sigma P$ with $P(0)=1$, so $P=e^{-s/\lambda}$ with $\lambda=1/(n\sigma)$. Setting the collided fraction $1-P$ equal to a uniform number $u_1$ in $[0,1)$ gives

$$s=-\lambda\ln(1-u_1).$$

This range of $u_1$ keeps the logarithm finite.

The normalized density of $t$ is $p(t)=2\alpha(1+\alpha)/(t+2\alpha)^2$. Its cumulative probability, counted from the forward direction, is

$$u_2=2\alpha(1+\alpha)\left[\frac1{2\alpha}-\frac1{t+2\alpha}\right]=\frac{(1+\alpha)t}{t+2\alpha}.$$

Multiplying out, $u_2t+2\alpha u_2=(1+\alpha)t$, and therefore

$$t=\frac{2\alpha u_2}{1+\alpha-u_2}.$$

At $u_2=0$ the electron goes straight on; as $u_2\to1$, $t\to2$, which is reversal. The share deflected beyond 90° is $1-u_2$ at $t=1$, or $\alpha/(1+2\alpha)$. The sine needed later is $\sqrt{t(2-t)}$, which avoids subtracting two nearly equal numbers at small angles.

## The mean cosine and its sampling error

Put $w=t+2\alpha$ and $L=\ln(1+1/\alpha)$. Then

$$\int_0^2\frac{t\,dt}{(t+2\alpha)^2}=\int_{2\alpha}^{2+2\alpha}\left(\frac1w-\frac{2\alpha}{w^2}\right)dw=L-1+\frac{\alpha}{1+\alpha}=L-\frac1{1+\alpha}.$$

Multiplication by $2\alpha(1+\alpha)$ gives

$$\langle t\rangle=2\alpha[(1+\alpha)L-1],\qquad g=1-\langle t\rangle .$$

For the second moment, $t^2/w^2=1-4\alpha/w+4\alpha^2/w^2$, whose integral is $2-4\alpha L+2\alpha/(1+\alpha)$. Hence

$$\langle t^2\rangle=4\alpha[1+2\alpha-2\alpha(1+\alpha)L].$$

Two limits show what $\alpha$ controls. For $ka\gg1$, $\alpha$ is small and $\langle t\rangle\simeq2\alpha[\ln(1/\alpha)-1]$: scattering is strongly forward. For $ka\ll1$, expanding $L=1/\alpha-1/2\alpha^2+1/3\alpha^3-\dots$ gives $g\simeq1/(3\alpha)$, which tends to zero: scattering becomes isotropic.

The standard error of a mean cosine from $M$ independent draws is $\sqrt{(\langle t^2\rangle-\langle t\rangle^2)/M}$. At small $\alpha$ this error should be judged against $\langle t\rangle$, not against $g$, because $g$ stays close to one even when $\langle t\rangle$ is badly wrong.

## Rotating the direction

The sampled angles refer to the current direction, so they must be applied in a frame attached to it:

$$\mathbf d'=(1-t)\mathbf d+\sqrt{t(2-t)}\,(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2),\qquad \varphi=2\pi u_3 .$$

If $(\mathbf e_1,\mathbf e_2,\mathbf d)$ is orthonormal, then $\mathbf d'\cdot\mathbf d=1-t$, and the squared length is $(1-t)^2+t(2-t)=1$.

For $\mathbf d=(x,y,z)$, let $h=1$ if $z\ge0$ and $h=-1$ otherwise, and define $A=-1/(h+z)$ and $B=xyA$. A suitable frame is

$$\mathbf e_1=(1+hx^2A,\;hB,\;-hx),\qquad \mathbf e_2=(B,\;h+y^2A,\;-y).$$

The proof uses $h+z=h(1+hz)$, so that $hA=-1/(1+hz)$, together with $x^2+y^2=(1-hz)(1+hz)$. These give $hA(x^2+y^2)=-(1-hz)$. Then

$$\mathbf e_1\cdot\mathbf d=x[1+hA(x^2+y^2)-hz]=0,$$
$$\mathbf e_2\cdot\mathbf d=y[A(x^2+y^2)+h-z]=0,$$
$$\mathbf e_1\cdot\mathbf e_2=B[2+hA(x^2+y^2)]+hxy=B(1+hz)+hxy=0.$$

For the length,

$$|\mathbf e_1|^2=1+x^2\left[2hA+A^2(x^2+y^2)+1\right]=1+x^2\,\frac{-2+(1-hz)+(1+hz)}{1+hz}=1,$$

and $|\mathbf e_2|^2$ is the same expression with $y^2$ in place of the outer $x^2$. The third component of $\mathbf e_1\times\mathbf e_2$ is $h+A(x^2+y^2)=z$, so the frame is right-handed; the case $z=0$ follows by continuity from $z>0$. The denominator has magnitude $1+|z|\ge1$, so neither pole is singular.

An alternative frame divides by $\rho=\sqrt{1-z^2}$:

$$\mathbf e_1=(xz,\,yz,\,-\rho^2)/\rho,\qquad \mathbf e_2=(-y,\,x,\,0)/\rho .$$

It is undefined at the poles, and fragile near them when $\rho$ is evaluated from $1-z^2$; evaluating it as $\sqrt{x^2+y^2}$ removes the rounding loss but not the singularity at the pole itself. Take a tilt of $2\times10^{-8}$ rad in the $xz$ plane and a 90° deflection with $\varphi=0$. In double precision $1-z^2$ comes out as $4.44\times10^{-16}$ instead of $4.00\times10^{-16}$, and the new vector has length 0.949. The first frame gives length 1 to machine precision. A beam at normal incidence starts at a pole, so this matters from the first collision.

## One step for 20 keV electrons in aluminium

Take fcc Al with $Z=13$ and a rough lattice constant of 0.405 nm. Four atoms per cubic cell give $n=60.21$ nm⁻³. At 20 keV, $v/c=0.2719$, $k=731.6$ nm⁻¹ and $\eta=0.349$. The Thomas–Fermi estimate of the screening length, with $a_0$ the Bohr radius, is

$$a=(9\pi^2/128)^{1/3}a_0Z^{-1/3}=0.01992\ \text{nm},$$

which gives $\alpha=1.1766\times10^{-3}$. Then

$$\sigma=\frac{4\pi(0.349)^2(0.01992)^2}{1.0012}\approx6.07\times10^{-4}\ \text{nm}^2,\qquad \lambda=\frac1{n\sigma}=27.37\ \text{nm}.$$

With $L=6.746$,

$$\langle t\rangle=2(1.1766\times10^{-3})(1.00118\times6.746-1)=0.01354,$$

so $g=0.986459$. Two million draws of $u_2$ gave a mean cosine of $0.986419\pm0.000047$, where the uncertainty is one standard error. The difference from the formula is 0.9 standard errors. Relative to $\langle t\rangle$ the standard error is 0.35%. The median deflection is 3.9°, and about 0.12% of collisions exceed 90°.

For one step, let $\mathbf d=(0.6,0,0.8)$ and $(u_1,u_2,u_3)=(0.50,0.90,0.25)$. The electron first moves:

$$s=27.37\ln2=18.97\ \text{nm},\qquad s\,\mathbf d=(11.38,\,0,\,15.18)\ \text{nm}.$$

It then scatters:

$$t=\frac{2(1.1766\times10^{-3})(0.90)}{1.0011766-0.90}=0.02093,\qquad \theta=11.74^\circ,\qquad \sin\theta=0.2035 .$$

Here $h=1$, $A=-1/1.8$ and $B=0$, so $\mathbf e_1=(0.8,0,-0.6)$ and $\mathbf e_2=(0,1,0)$. Since $\varphi=\pi/2$,

$$\mathbf d'=0.97907\,(0.6,0,0.8)+0.2035\,(0,1,0)=(0.5874,\,0.2035,\,0.7833).$$

## Testing the rotation over many collisions

The mean cosine of one collision does not test the rotation; a chain of collisions does. Applying $\langle\mathbf d'\rangle=g\mathbf d$ repeatedly gives

$$\langle\mathbf d_N\rangle=g^N\mathbf d_0 .$$

Collision $N$ takes place at $\mathbf R=\sum_{j=0}^{N-1}s_j\mathbf d_j$. Paths and directions are independent and $\langle s\rangle=\lambda$, so at fixed energy

$$\langle\mathbf R\cdot\mathbf d_0\rangle=\lambda\sum_{j=0}^{N-1}g^j=\lambda\frac{1-g^N}{1-g}.$$

As $N$ grows this tends to the transport length $\lambda_{\rm tr}=\lambda/(1-g)$, here 2021 nm or 2.02 μm.

A second test responds to the azimuth and to $\langle t^2\rangle$. Let $c=\cos\theta$ and $\mu=\mathbf d\cdot\mathbf d_0$. Averaging over a uniform azimuth,

$$\langle(\mathbf d'\cdot\mathbf d_0)^2\rangle_\varphi=c^2\mu^2+\tfrac12(1-c^2)(1-\mu^2).$$

Inserting this in $P_2(\mu)=(3\mu^2-1)/2$ gives $\langle P_2(\mathbf d'\cdot\mathbf d_0)\rangle_\varphi=P_2(c)P_2(\mu)$. After $N$ collisions the mean is therefore $\langle P_2(c)\rangle^N$, with $\langle P_2(c)\rangle=1-3\langle t\rangle+\tfrac32\langle t^2\rangle$.

A simulation of 200,000 electrons with 20 collisions each, starting along $(0.6,0,0.8)$, gave:

| Quantity | Formula | Sampled |
|---|---|---|
| mean cosine | 0.7614 | 0.7615 ± 0.0007 |
| mean $P_2$ | 0.5042 | 0.5040 ± 0.0009 |
| forward displacement (nm) | 482.4 | 482.3 ± 0.3 |

Adding polar angles instead of rotating fails this test. It gives the mean of $\cos(\theta_1+\dots+\theta_N)$, which is the real part of $(g+i\langle\sin\theta\rangle)^N$. Quadrature gives $\langle\sin\theta\rangle=0.1007$, so after 20 collisions the result is −0.377 instead of 0.761. The simple sum counts every deflection as a turn in the same sense, whereas random azimuths let deflections partly cancel.

## What the screening length changes

For $\alpha\ll1$, $\sigma\simeq4\pi\eta^2a^2$: an increase of $a$ by 1% raises the total cross-section by 2%. The transport cross-section is different:

$$\sigma_{\rm tr}=\sigma\langle t\rangle=2\pi K\left[L-\frac1{1+\alpha}\right].$$

At fixed energy $K$ does not contain $a$, and $L\simeq2\ln(2ka)$. A small relative change $\delta a/a$ therefore changes $\sigma_{\rm tr}$ by the fraction $2(\delta a/a)/(L-1)$. Here $L-1\approx5.75$, so a 10% error in $a$ changes $\sigma$ by about 20% but $\sigma_{\rm tr}$ by about 3.5%.

A computed atomic density shows how sensitive the two cross-sections are to the form of the screening. If $F(q)$ is the Fourier transform of the spherically averaged electron density, normalized to $F(0)=Z$, the Born amplitude becomes

$$f(q)=\frac{2\gamma}{a_0}\frac{Z-F(q)}{q^2}.$$

An unrestricted Hartree–Fock density of the free Al atom in the cc-pVTZ basis, integrated numerically over angle, gives 1.73 times the model's $\sigma$ but 0.95 times its $\sigma_{\rm tr}$. The mean free path falls to $27.37/1.73\approx16$ nm, while the transport length rises to about 2130 nm. The small-$q$ limit suggests a reason: there $Z-F\simeq q^2\langle\sum r^2\rangle/6$, so forward scattering weights the outermost charge most.

No single $a$ reproduces both numbers. Matching $\sigma$ needs $a$ larger by $\sqrt{1.73}\approx1.3$, which adds $\ln1.73\approx0.55$ to $L$ and raises $\sigma_{\rm tr}$ by about 10%, whereas the atomic density lowers it by 5%.

This leads to guidance for fast electrons with $\alpha\ll1$:

- **Many collisions.** When the quantity wanted is the mean direction or mean forward displacement after a given path length, judge $a$ by $\sigma_{\rm tr}$. After a fixed number of collisions, both also depend on $\sigma$. At a given path length $s$ and fixed energy, the Thomas–Fermi value is adequate at about the 5% level for this atom up to one transport length, as judged by the Hartree–Fock density. Averaging $g^N$ over the Poisson-distributed number of collisions gives a mean direction proportional to $e^{-s/\lambda_{\rm tr}}$, so its relative error keeps growing on longer paths.
- **Few collisions.** When the film is comparable with $\lambda$, the total cross-section matters. For a 20 nm film at normal incidence the fraction crossing without elastic collision is $e^{-20/27.4}=0.48$ in the model and about 0.28 with the free-atom density. Here a tabulated distribution from a density, inverted numerically, is preferable to an adjusted $a$.
- **Large single deflections.** For $t\gg2\alpha$ the cross-section tends to $K/t^2$, which does not contain $a$. Adjusting $a$ cannot repair errors there.

## Set beside a real aluminium film

A 20 keV beam on aluminium metallization, with films from a few hundred nanometres to about a micrometre (rough values), lies in the many-collision regime: 20 collisions carry the model electron 482 nm forward on average. Over such a walk the energy is not constant. The nonrelativistic Bethe formula, which is about 5% low at this energy,

$$-\frac{dE}{ds}=\frac{2\pi nZ\kappa^2}{E}\ln\left(\sqrt{\frac e2}\,\frac EJ\right),$$

where $e$ is the base of natural logarithms and the mean excitation energy is a rough $J=166$ eV, gives 2.52 eV/nm. Over the mean walk length of 547 nm the loss is about 1.4 keV, and the transport length at the final energy is 1779 nm, 12% below its starting value. The energy, $\alpha$ and $\lambda$ should therefore be updated along the walk.

Other omissions for the same electron, with estimates for the first three:

- **Higher orders in the potential.** Since $\eta=0.35$ is not very small, Born phase shifts $\delta_l$ were obtained by projecting $kf=\eta/(t+2\alpha)$ on Legendre polynomials. Using $\sin^2\delta_l$ in place of $\delta_l^2$ in the partial-wave sum for $\sigma$, and $\sin^2(\delta_l-\delta_{l+1})$ in that for $\sigma_{\rm tr}$, lowers them by 7.5% and 1.6%. This overstates the effect, because the phase shifts themselves remain first order. Phase shifts from numerical integration of the spinless radial equation with the same potential lower $\sigma$ by about 6% and $\sigma_{\rm tr}$ by about 0.6%.
- **Spin.** The leading factor $1-(v/c)^2t/2$, taken alone, lowers $\sigma_{\rm tr}$ by 1.3%. The next term of the Dirac cross-section is of similar size and opposite sign, so this is not the net correction.
- **Atomic electrons.** Deflection by $Z$ separate unit charges adds to $\sigma_{\rm tr}$ a term of relative order $1/Z$, or 8%. This does not carry over to the total cross-section, because small-angle inelastic collisions can be about as frequent as elastic ones.
- **Crystal order.** The 111 Bragg deflection, 37 mrad, lies inside the screening angle $1/(ka)=69$ mrad. Interference can therefore redistribute the small-angle scattering in an oriented grain. The independent-atom model cannot describe this, and its effect on the numbers has not been estimated here.

The free-atom density also omits solid-state bonding and electron correlation, so its factor of 1.73 indicates sensitivity and is not a correction to apply to the metal.
